# Average Barrier Change on Polarisation Reversal in a Ferroelectric Tunnel Junction: test program

```python
"""
Average barrier of a ferroelectric tunnel junction under polarisation reversal.

Result under test (metals at zero bias, polarisation P positive from metal 1 to 2):
  mean barrier(+P) - mean barrier(-P)
      = e P d (lam1 - lam2) / (eps0 * (d + eps_f * (lam1 + lam2)))
d: film thickness; eps_f: film permittivity without the switchable polarisation;
lam = l / eps: Thomas-Fermi length of a metal over its background permittivity.
The formula is compared with a finite-volume solution of Poisson's equation in
metal, film and metal, which starts from the densities of states.
Working units: nm, eV, V. Polarisation enters as P/eps0 in V/nm.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

COULOMB = const.e / const.epsilon_0 * 1e9          # e^2/eps0 in eV nm
Metal = namedtuple("Metal", "length eps depth")    # nm, relative, eV
CELLS_METAL, CELLS_FILM, SPAN = 1500, 400, 25


def reduced_polarisation(microcoulomb_per_cm2):
    """P/eps0 in V/nm."""
    return microcoulomb_per_cm2 * 1e-2 / const.epsilon_0 * 1e-9


def density_of_states(metal):
    """States per eV and nm^3 that belong to the stated screening length."""
    return metal.eps / (COULOMB * metal.length**2)


def lam(metal):
    return metal.length / metal.eps


def depletion(shift, metal, curved):
    """Missing electrons times e^2/eps0, and the derivative by the shift."""
    strength = COULOMB * density_of_states(metal)
    if not curved:
        return strength * shift, strength * np.ones_like(shift)
    root = np.sqrt(np.maximum(1 - shift / metal.depth, 0))
    return strength * 2 * metal.depth / 3 * (1 - root**3), strength * root


def poisson(pol, thick, eps_f, m1, m2, b1, b2, curved=False):
    """Solve for the electron energy across the whole junction by Newton steps."""
    n, m = CELLS_METAL, CELLS_FILM
    h1, h2 = SPAN * m1.length / n, SPAN * m2.length / n
    width = np.r_[np.full(n, h1), np.full(m, thick / m), np.full(n, h2)]
    eps = np.r_[np.full(n, m1.eps), np.full(m, eps_f), np.full(n, m2.eps)]
    frozen = np.r_[np.zeros(n), np.full(m, pol), np.zeros(n)]
    weight1, weight2 = np.zeros(2 * n + m + 1), np.zeros(2 * n + m + 1)
    weight1[:n] += h1 / 2
    weight1[1:n + 1] += h1 / 2
    weight2[n + m:-1] += h2 / 2
    weight2[n + m + 1:] += h2 / 2
    offset = b2 - b1
    energy = np.r_[np.zeros(n), np.linspace(0, offset, m + 1), np.full(n, offset)]
    coupling = eps / width
    for _ in range(40):
        q1, slope1 = depletion(energy, m1, curved)
        q2, slope2 = depletion(energy - offset, m2, curved)
        flux = coupling * np.diff(energy) + frozen
        residual = np.diff(flux) - (weight1 * q1 + weight2 * q2)[1:-1]
        bands = np.zeros((3, len(residual)))
        bands[0, 1:] = coupling[1:-1]
        bands[1] = -(coupling[:-1] + coupling[1:])
        bands[1] -= (weight1 * slope1 + weight2 * slope2)[1:-1]
        bands[2, :-1] = coupling[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        energy[1:-1] += change
        if np.max(np.abs(change)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson solver did not converge")
    barrier = b1 + energy[n:n + m + 1]
    x = np.linspace(0, thick, m + 1)
    displacement = np.mean(eps_f * np.diff(barrier) / (thick / m) + pol)
    return {"x": x, "barrier": barrier, "D": displacement,
            "mean": np.trapezoid(barrier, x) / thick if hasattr(np, "trapezoid")
            else np.trapz(barrier, x) / thick,
            "shift1": energy[n], "shift2": energy[n + m] - offset,
            "metal1": energy[:n + 1]}


def displacement_formula(pol, thick, eps_f, m1, m2, b1, b2):
    return (pol * thick / eps_f + b2 - b1) / (thick / eps_f + lam(m1) + lam(m2))


def mean_formula(pol, thick, eps_f, m1, m2, b1, b2):
    disp = displacement_formula(pol, thick, eps_f, m1, m2, b1, b2)
    return (b1 + b2) / 2 + disp * (lam(m1) - lam(m2)) / 2


def change_formula(pol, thick, eps_f, m1, m2):
    total = lam(m1) + lam(m2)
    return pol * thick * (lam(m1) - lam(m2)) / (thick + eps_f * total)


def change_solver(pol, thick, eps_f, m1, m2, b1, b2, curved=False):
    plus = poisson(pol, thick, eps_f, m1, m2, b1, b2, curved)["mean"]
    minus = poisson(-pol, thick, eps_f, m1, m2, b1, b2, curved)["mean"]
    return plus - minus


# Example: round values in the rough regime of a thin hafnia-zirconia junction
P_input, thick, eps_f = 8.0, 3.0, 30.0
metal1, metal2 = Metal(0.05, 2.0, 3.0), Metal(0.10, 2.0, 2.5)
b1, b2 = 1.9, 1.8
mass, temperature, image_eps = 0.3, 300.0, 4.0
coercive, breakdown, lam_error = 2.0, 4.0, 0.01
pol = reduced_polarisation(P_input)
args = (thick, eps_f, metal1, metal2)

# Main result, each state, and the exponential profile in the metal
plus = poisson(pol, *args, b1, b2)
minus = poisson(-pol, *args, b1, b2)
change = change_formula(pol, *args)
for sign, state in ((1, plus), (-1, minus)):
    disp = displacement_formula(sign * pol, *args, b1, b2)
    assert abs(state["D"] / disp - 1) < 1e-4
    assert abs(state["mean"] - mean_formula(sign * pol, *args, b1, b2)) < 1e-5
    assert abs(state["shift1"] - disp * lam(metal1)) < 1e-4 * abs(disp)
    assert abs(state["shift2"] + disp * lam(metal2)) < 1e-4 * abs(disp)
assert abs((plus["mean"] - minus["mean"]) / change - 1) < 2e-4
one_length = CELLS_METAL // SPAN
decay = plus["metal1"][-1 - one_length] / plus["metal1"][-1]
assert abs(decay - np.exp(-1)) < 1e-3

# The ratio length/permittivity decides: null case and reversed sign
same_ratio = Metal(0.10, 4.0, 2.5)
null_change = change_solver(pol, thick, eps_f, metal1, same_ratio, b1, b2)
assert abs(null_change) < 1e-5
long_but_polarisable = Metal(0.10, 8.0, 2.5)
reversed_change = change_solver(pol, thick, eps_f, metal1, long_but_polarisable, b1, b2)
assert change < 0 < reversed_change

# Bare barrier difference drops out; unequal remanent values enter by their span
other_offset = change_solver(pol, *args, 1.5, 2.3)
assert abs(other_offset / change - 1) < 2e-4
weaker = poisson(-0.6 * pol, *args, b1, b2)["mean"]
assert abs((plus["mean"] - weaker) / (0.8 * change) - 1) < 2e-4

# Limits: thick film, thin film, very poor second metal
lam1, lam2 = lam(metal1), lam(metal2)
thick_limit = pol * (lam1 - lam2)
half_thickness = eps_f * (lam1 + lam2)
poor_limit = -pol * thick / eps_f
very_thick = change_solver(pol, 600.0, eps_f, metal1, metal2, b1, b2)
half_value = change_solver(pol, half_thickness, eps_f, metal1, metal2, b1, b2)
very_thin = change_solver(pol, 0.01, eps_f, metal1, metal2, b1, b2)
thin_limit = pol * 0.01 * (lam1 - lam2) / half_thickness
poor_metal = change_solver(pol, thick, eps_f, metal1, Metal(50.0, 2.0, 2.5), b1, b2)
assert abs(very_thick / thick_limit - 1) < 0.01
assert abs(half_value / thick_limit - 0.5) < 1e-3
assert abs(very_thin / thin_limit - 1) < 0.01
assert abs(poor_metal / poor_limit - 1) < 0.01

# Nonlinear screening: quadratic surface shift, and its cancellation on reversal
b_same = (b1 + b2) / 2
curved_same = poisson(pol, *args, b_same, b_same, curved=True)
straight_same = poisson(pol, *args, b_same, b_same)
for key, metal, sign in (("shift1", metal1, 1), ("shift2", metal2, -1)):
    linear_shift = sign * curved_same["D"] * lam(metal)
    quadratic = linear_shift**2 / (12 * metal.depth)
    assert abs(curved_same[key] - linear_shift - quadratic) < 0.06 * quadratic
mean_move = curved_same["mean"] - straight_same["mean"]
change_move = (change_solver(pol, *args, b_same, b_same, curved=True)
               - change_solver(pol, *args, b_same, b_same))
assert abs(change_move) < 0.2 * abs(mean_move)
curved_plus = poisson(pol, *args, b1, b2, curved=True)["mean"]
curved_minus = poisson(-pol, *args, b1, b2, curved=True)["mean"]
curved_change = curved_plus - curved_minus

# Tunnelling exponents: sloping barrier against its average
wave_factor = np.sqrt(2 * mass * const.m_e * const.e) / const.hbar * 1e-9


def exponent(state):
    profile = lambda x: np.sqrt(np.interp(x, state["x"], state["barrier"]))
    return 2 * wave_factor * quad(profile, 0, thick, limit=200)[0]


exp_plus, exp_minus = exponent(plus), exponent(minus)
flat_plus, flat_minus = (2 * wave_factor * thick * np.sqrt(s["mean"])
                         for s in (plus, minus))
log_ratio, flat_log_ratio = exp_minus - exp_plus, flat_minus - flat_plus
assert abs(flat_log_ratio / log_ratio - 1) < 0.05

# Thermal broadening of tunnelling and emission over the barrier
kT = const.k * temperature / const.e


def thermal_gain(action, mean):
    slope = action / (2 * mean)
    window = lambda t: np.exp(slope * kT * t) / (4 * np.cosh(t / 2)**2)
    return quad(window, -60, 60, limit=300)[0]


gain_plus = thermal_gain(exp_plus, plus["mean"])
gain_minus = thermal_gain(exp_minus, minus["mean"])
top_plus = np.max(plus["barrier"])
assert np.exp(-top_plus / kT) < 1e-6 * np.exp(-exp_plus)

# Image energy in the middle of the film from the series of image charges
order = np.arange(1, 200001)
series = 1 + np.sum(order / (order**2 - 0.25) - 1 / order)
image_energy = COULOMB / (4 * np.pi * image_eps * thick) * series / 2
assert abs(series / 2 - np.log(2)) < 1e-8

# Film fields and the effect of an uncertain interface length
field_plus = (plus["D"] - pol) / eps_f * 10
field_minus = (minus["D"] + pol) / eps_f * 10
assert max(abs(field_plus), abs(field_minus)) < coercive < breakdown
shifted = [change_formula(pol, thick, eps_f, metal1,
                          Metal((lam2 + s * lam_error) * metal2.eps, metal2.eps, 2.5))
           for s in (-1, 1)]

print(f"Input: P = {P_input:.1f} uC/cm2, d = {thick:.1f} nm, eps_f = {eps_f:.0f}")
print(f"Input: l1 = {metal1.length:.2f} nm, l2 = {metal2.length:.2f} nm")
print(f"Input: eps1 = {metal1.eps:.1f}, eps2 = {metal2.eps:.1f}")
print(f"Input: bare barriers b1 = {b1:.2f} eV, b2 = {b2:.2f} eV")
print(f"Input: band depths W1 = {metal1.depth:.1f} eV, W2 = {metal2.depth:.1f} eV")
print(f"Input: tunnelling mass = {mass:.2f} m_e, T = {temperature:.0f} K")
print(f"lambda1 = {lam1:.4f} nm, lambda2 = {lam2:.4f} nm")
print(f"Density of states, metal 1 = {density_of_states(metal1):.1f} /(eV nm3)")
print(f"Density of states, metal 2 = {density_of_states(metal2):.1f} /(eV nm3)")
print(f"P/eps0 = {pol:.3f} V/nm")
print(f"D/eps0 for +P = {plus['D']:.3f} V/nm, for -P = {minus['D']:.3f} V/nm")
print(f"Surface shifts for +P: U1 = {plus['shift1']:.4f} eV, U2 = {plus['shift2']:.4f} eV")
print(f"Surface shifts for -P: U1 = {minus['shift1']:.4f} eV, U2 = {minus['shift2']:.4f} eV")
print(f"Edges for +P: B(0) = {plus['barrier'][0]:.4f} eV, B(d) = {plus['barrier'][-1]:.4f} eV")
print(f"Edges for -P: B(0) = {minus['barrier'][0]:.4f} eV, B(d) = {minus['barrier'][-1]:.4f} eV")
print(f"Average barrier for +P = {plus['mean']:.4f} eV")
print(f"Average barrier for -P = {minus['mean']:.4f} eV")
print(f"Change, Poisson solver = {plus['mean'] - minus['mean']:.5f} eV")
print(f"Change, formula = {change:.5f} eV = {change * const.e / const.value('Hartree energy'):.6f} hartree")
print(f"Change with l2 = 0.10 nm, eps2 = {same_ratio.eps:.0f}: {abs(null_change):.5f} eV (size)")
print(f"Change with l2 = 0.10 nm, eps2 = {long_but_polarisable.eps:.0f}: {reversed_change:.4f} eV")
print(f"Thick-film limit of the change = {thick_limit:.4f} eV")
print(f"Thickness for half that limit = {half_thickness:.2f} nm")
print(f"Limit of the change for lambda2 to infinity = {poor_limit:.4f} eV")
print(f"WKB exponent for +P = {exp_plus:.3f}, for -P = {exp_minus:.3f}")
print(f"Transmission ratio (+P over -P), sloping barrier = {np.exp(log_ratio):.3f}")
print(f"Transmission ratio (+P over -P), average barrier = {np.exp(flat_log_ratio):.3f}")
print(f"Nonlinear screening, average for +P moves by {1e3 * (curved_plus - plus['mean']):.3f} meV")
print(f"Nonlinear screening, average for -P moves by {1e3 * (curved_minus - minus['mean']):.3f} meV")
print(f"Nonlinear screening, change moves by {1e3 * (curved_change - (plus['mean'] - minus['mean'])):.3f} meV")
print(f"Equal bare barriers: average for +P moves by {1e3 * mean_move:.3f} meV")
print(f"Equal bare barriers: change moves by {1e3 * change_move:.3f} meV")
print(f"Change if lambda2 is {lam_error:.2f} nm smaller = {shifted[0]:.4f} eV")
print(f"Change if lambda2 is {lam_error:.2f} nm larger = {shifted[1]:.4f} eV")
print(f"Image lowering at mid-film (rough eps {image_eps:.0f}) = {image_energy:.4f} eV")
print(f"Thermal gain of tunnelling: +P {gain_plus:.4f}, -P {gain_minus:.4f}")
print(f"log10 Boltzmann factor at barrier top, +P = {-top_plus / kT / np.log(10):.1f}")
print(f"log10 WKB transmission, +P = {-exp_plus / np.log(10):.1f}")
print(f"Film field for +P = {field_plus:.3f} MV/cm, for -P = {field_minus:.3f} MV/cm")
print(f"Rough coercive field = {coercive:.0f} MV/cm, rough breakdown = {breakdown:.0f} MV/cm")
print("finished without a failed check")
```

Running it gives:

```
Input: P = 8.0 uC/cm2, d = 3.0 nm, eps_f = 30
Input: l1 = 0.05 nm, l2 = 0.10 nm
Input: eps1 = 2.0, eps2 = 2.0
Input: bare barriers b1 = 1.90 eV, b2 = 1.80 eV
Input: band depths W1 = 3.0 eV, W2 = 2.5 eV
Input: tunnelling mass = 0.30 m_e, T = 300 K
lambda1 = 0.0250 nm, lambda2 = 0.0500 nm
Density of states, metal 1 = 44.2 /(eV nm3)
Density of states, metal 2 = 11.1 /(eV nm3)
P/eps0 = 9.035 V/nm
D/eps0 for +P = 4.592 V/nm, for -P = -5.735 V/nm
Surface shifts for +P: U1 = 0.1148 eV, U2 = -0.2296 eV
Surface shifts for -P: U1 = -0.1434 eV, U2 = 0.2867 eV
Edges for +P: B(0) = 2.0148 eV, B(d) = 1.5704 eV
Edges for -P: B(0) = 1.7566 eV, B(d) = 2.0867 eV
Average barrier for +P = 1.7926 eV
Average barrier for -P = 1.9217 eV
Change, Poisson solver = -0.12907 eV
Change, formula = -0.12908 eV = -0.004743 hartree
Change with l2 = 0.10 nm, eps2 = 4: 0.00000 eV (size)
Change with l2 = 0.10 nm, eps2 = 8: 0.0821 eV
Thick-film limit of the change = -0.2259 eV
Thickness for half that limit = 2.25 nm
Limit of the change for lambda2 to infinity = -0.9035 eV
WKB exponent for +P = 22.528, for -P = 23.332
Transmission ratio (+P over -P), sloping barrier = 2.236
Transmission ratio (+P over -P), average barrier = 2.220
Nonlinear screening, average for +P moves by 0.946 meV
Nonlinear screening, average for -P moves by 1.536 meV
Nonlinear screening, change moves by -0.590 meV
Equal bare barriers: average for +P moves by 1.194 meV
Equal bare barriers: change moves by -0.049 meV
Change if lambda2 is 0.01 nm smaller = -0.0821 eV
Change if lambda2 is 0.01 nm larger = -0.1709 eV
Image lowering at mid-film (rough eps 4) = 0.0832 eV
Thermal gain of tunnelling: +P 1.0448, -P 1.0417
log10 Boltzmann factor at barrier top, +P = -33.8
log10 WKB transmission, +P = -9.8
Film field for +P = -1.481 MV/cm, for -P = 1.100 MV/cm
Rough coercive field = 2 MV/cm, rough breakdown = 4 MV/cm
finished without a failed check
```
